# From the quantum-confined Stark effect to Franz-Keldysh absorption, with overlap sum rule

A thin semiconductor layer between high barriers absorbs light in steps. If the barriers are treated as impenetrable, then without a field only an electron and a hole subband of the same number form an absorbing pair, and each such pair gives one step. A field across the layer pulls the two carriers apart: the lowest step moves to lower photon energy and weakens, while pairs that did not absorb before begin to do so. This is the quantum-confined Stark effect in its single-particle form; in real layers electron-hole attraction adds an exciton peak at each step, which the model below leaves out. A thick crystal in the same field has no subbands. Its absorption has a tail below the gap and, above it, oscillates about the field-free curve: the Franz-Keldysh effect. A wide enough layer is a thick crystal, so the first spectrum must turn into the second, although each separate step loses its strength. What survives is the sum over all pairs.

## Model and quantity to be compared

Hartree atomic units are used. The conduction and valence bands are parabolic and isotropic, with masses \(m_e,m_h\), total mass \(M=m_e+m_h\) and reduced mass \(\mu=m_em_h/M\). The interband momentum matrix element is constant. Electron-hole attraction, band mixing and broadening are left out. Hard walls at \(z=0\) and \(z=L\) confine both carriers. The field gives the electron the potential energy \(+Fz\) and the hole \(-Fz\), with \(F>0\).

Let \(e_n,\varepsilon_n\) and \(h_m,\eta_m\) be the real envelope functions and energies of electron and hole, and \(W\) the photon energy minus the gap. Light creates the pair at one point, so the amplitude contains the overlap

\[
M_{nm}=\int_0^L e_n(z)h_m(z)\,dz .
\]

The in-plane momenta are opposite and cost \(k^2/2\mu\). Since \(k\,dk=\mu\,d(k^2/2\mu)\),

\[
\int\!\frac{d^2k}{(2\pi)^2}\,\delta\!\Big(W-\varepsilon_n-\eta_m-\frac{k^2}{2\mu}\Big)=\frac{\mu}{2\pi}\,\Theta(W-\varepsilon_n-\eta_m).
\]

The absorption per volume is therefore a prefactor common to well and bulk, times \((\mu/2\pi)N_L(W)\), with

\[
N_L(W)=\frac1L\sum_{nm}M_{nm}^2\,\Theta(W-\varepsilon_n-\eta_m).
\]

## The sum rule

The \(h_m\) form a complete orthonormal set on \([0,L]\), and \(M_{nm}\) are the coefficients of \(e_n\) in it. Parseval's theorem gives

\[
\sum_m M_{nm}^2=\int_0^L e_n^2\,dz=1
\]

for each \(n\), \(L\) and \(F\). Exchanging the two sets gives \(\sum_nM_{nm}^2=1\). The rule holds per subband: the first \(K\) electron subbands carry total strength \(K\), so the unrestricted double sum diverges. Both sets must be complete on the same interval. With finite barriers the continuum states belong in the sum.

The mean pair energy follows in the same way. As \(e_n\) vanishes at the walls, \(\sum_mM_{nm}^2\eta_m\) is the expectation value of the hole Hamiltonian in \(e_n\), and

\[
\sum_m M_{nm}^2(\varepsilon_n+\eta_m)
=\frac{\langle p^2\rangle_n}{2m_e}+F\langle z\rangle_n+\frac{\langle p^2\rangle_n}{2m_h}-F\langle z\rangle_n
=\frac{\langle p^2\rangle_n}{2\mu}.
\]

The field enters this centroid through the shape of \(e_n\) alone.

At \(F=0\) the two sets coincide and \(M_{nm}=\delta_{nm}\). Take \(m_e=0.1\), \(m_h=0.4\), \(\mu=0.08\) and \(L=300\) bohr. At \(F=10^{-5}\) the strengths of \(e_1\) with the first four hole states are 0.271, 0.517, 0.192 and 0.019; at \(4\times10^{-5}\) they are 0.002, 0.031, 0.143 and 0.318. The latter add up to 0.493, so about half the strength lies at \(m>4\). The sum over 30 hole states stays at 1 within \(2\times10^{-10}\) in all the cases tested. Between these two fields the lowest pair energy falls from 0.05 to −4.38 mHa, while the centroid rises from 0.88 to 1.95 mHa. The centroid of \(e_1\) cannot fall below its zero-field value \(\pi^2/2\mu L^2=9.87/(0.16\times9\times10^4)=0.69\) mHa, because the zero-field ground state has the least kinetic energy in the box.

## The bulk spectrum

Without walls, set \(z=z_e-z_h\) and let \(Z\) be the centre of mass. The potential \(F(z_e-z_h)=Fz\) acts on the relative motion alone:

\[
-\frac{1}{2\mu}\varphi_E''+Fz\,\varphi_E=E\varphi_E .
\]

A pair state \(e^{iKZ}\varphi_E(z)/\sqrt L\) is created with amplitude \(\int\Psi(Z,z=0)\,dZ=\sqrt L\,\delta_{K0}\,\varphi_E(0)\). The strength per length is \(|\varphi_E(0)|^2\). With

\[
\ell=(2\mu F)^{-1/3},\qquad \theta=F\ell,
\]

the equation reads \(\varphi_E''=\ell^{-3}(z-E/F)\varphi_E\), and the solution that decays at large \(z\) is \(A\,\mathrm{Ai}[(z-E/F)/\ell]\). The Fourier form

\[
\frac1\ell\mathrm{Ai}\!\Big(\frac u\ell\Big)=\int\frac{dk}{2\pi}\,e^{iku+ik^3\ell^3/3}
\tag{1}
\]

has a transform of modulus one, so two such functions centred at \(a\) and \(a'\) have the overlap \(\delta(a-a')\). With \(a=E/F\) this is \(F\delta(E-E')\). Normalization in energy thus requires \(A^2\ell^2F=1\), and

\[
|\varphi_E(0)|^2=\frac{\mathrm{Ai}^2(-E/\theta)}{F\ell^2}.
\tag{2}
\]

From \(\mathrm{Ai}''(t)=t\,\mathrm{Ai}(t)\) one finds \(\frac{d}{dt}(t\,\mathrm{Ai}^2-\mathrm{Ai}'^2)=\mathrm{Ai}^2\). Integrating (2) up to \(W\), with \(t=-E/\theta\) and \(x=-W/\theta\), gives

\[
N_{FK}(W)=\frac{\theta}{F\ell^2}\int_x^\infty\!\mathrm{Ai}^2(t)\,dt=\frac{\mathrm{Ai}'^2(x)-x\,\mathrm{Ai}^2(x)}{\ell}.
\tag{3}
\]

For \(F\to0\) at fixed \(W>0\), \(y=W/\theta\) is large. With \(\zeta=\tfrac23y^{3/2}\), the leading forms are \(\mathrm{Ai}(-y)\simeq\pi^{-1/2}y^{-1/4}\sin(\zeta+\pi/4)\) and \(\mathrm{Ai}'(-y)\simeq-\pi^{-1/2}y^{1/4}\cos(\zeta+\pi/4)\). The bracket becomes \(\sqrt y/\pi\), and \(N_{FK}\to N_0=\sqrt{2\mu W}/\pi\), the square-root edge without field.

The claim is that \(N_L(W)\to N_{FK}(W)\) as \(L\to\infty\), at fixed \(F>0\) and fixed \(W\).

## First derivation: adding the subband pairs

In a wide well most electron states that matter are held between the left wall and a turning point \(a_n=\varepsilon_n/F\) far from both walls. With \(\ell_e=(2m_eF)^{-1/3}\),

\[
e_n=c_n\,\mathrm{Ai}\!\Big(\frac{z-a_n}{\ell_e}\Big),\qquad \mathrm{Ai}\!\Big(-\frac{a_n}{\ell_e}\Big)=0 .
\]

The right wall has an exponentially small effect. By the antiderivative above, \(c_n^{-2}=\ell_e\mathrm{Ai}'^2(-a_n/\ell_e)\simeq\ell_e\sqrt{a_n/\ell_e}/\pi\). The zeros lie at \(\tfrac23(a_n/\ell_e)^{3/2}+\pi/4\simeq n\pi\), so neighbouring turning points are spaced by

\[
\Delta a_n\simeq\frac{\pi\ell_e}{\sqrt{a_n/\ell_e}},\qquad\text{hence}\qquad c_n^2\simeq\frac{\Delta a_n}{\ell_e^2}.
\]

The hole is held against the right wall. Its equation \(h_m''=2m_h(-Fz-\eta_m)h_m\) gives \(h_m=d_m\mathrm{Ai}[(b_m-z)/\ell_h]\), with \(b_m=-\eta_m/F\), \(\ell_h=(2m_hF)^{-1/3}\) and \(d_m^2\simeq\Delta b_m/\ell_h^2\).

Beyond the left wall the hole factor is exponentially small, and beyond the right wall the electron factor is. The overlap integral may therefore be extended to the whole line, where it is a convolution. By (1) the phases add:

\[
\int\!\frac{dz}{\ell_e\ell_h}\mathrm{Ai}\!\Big(\frac{z-a}{\ell_e}\Big)\mathrm{Ai}\!\Big(\frac{b-z}{\ell_h}\Big)
=\int\!\frac{dk}{2\pi}\,e^{ik(b-a)+ik^3(\ell_e^3+\ell_h^3)/3}
=\frac1\ell\,\mathrm{Ai}\!\Big(\frac{b-a}{\ell}\Big),
\]

because \(\ell_e^3+\ell_h^3=\frac1{2F}\big(\frac1{m_e}+\frac1{m_h}\big)=\ell^3\). The reduced mass enters here. Multiplying by \(c_nd_m\ell_e\ell_h\) and squaring,

\[
M_{nm}^2\simeq\Delta a_n\,\Delta b_m\,\frac{1}{\ell^2}\mathrm{Ai}^2\!\Big(\frac{b_m-a_n}{\ell}\Big),\qquad \varepsilon_n+\eta_m=F(a_n-b_m).
\]

For positive pair energy \(E\) the two classically allowed regions share a length \(E/F\). For negative \(E\) they are separated by \(|E|/F\), and at every point at least one of the two functions is a decaying tail. The overlap then requires tunnelling: this is the absorption below the gap.

For turning points at distances of order \(L\) from the walls, the spacings shrink as \(L^{-1/2}\), whereas the Airy function varies over \(\ell\). The double sum becomes a double integral. With \(b=a-E/F\) and \(db\to dE/F\),

\[
N_L(W)\to\frac1L\int_0^L\!da\int_{-\infty}^{W}\!dE\,\frac{\mathrm{Ai}^2(-E/\theta)}{F\ell^2}=N_{FK}(W).
\]

The integrand does not depend on \(a\): each slice far from the walls contributes the same spectrum. This derivation takes for granted that pairs close to a wall contribute a vanishing fraction.

## Second derivation: imaginary time

Individual states can be avoided. For \(\beta>0\) define

\[
Z_L(\beta)=\sum_{nm}M_{nm}^2e^{-\beta(\varepsilon_n+\eta_m)}=\int_0^L\!\!\int_0^L\!K_e(z,z')K_h(z,z')\,dz\,dz',
\]

where \(K_e(z,z')=\sum_ne_n(z)e_n(z')e^{-\beta\varepsilon_n}\), and \(K_h\) is defined likewise. Without walls the electron kernel is

\[
K_e^\infty=\sqrt{\frac{m_e}{2\pi\beta}}\exp\!\Big[-\frac{m_e(z-z')^2}{2\beta}-\frac{\beta F(z+z')}{2}+\frac{\beta^3F^2}{24m_e}\Big].
\]

To check it, call the exponent \(\Phi\) and put \(u=z-z'\). Then \(\partial_z\Phi=-m_eu/\beta-\beta F/2\) and \(\partial_z^2\Phi=-m_e/\beta\), so

\[
\frac{\partial_z^2K_e^\infty}{2m_eK_e^\infty}-Fz=-\frac1{2\beta}+\frac{m_eu^2}{2\beta^2}+\frac{Fu}{2}+\frac{\beta^2F^2}{8m_e}-Fz .
\]

As \(Fu/2-Fz=-F(z+z')/2\), this equals \(\partial_\beta K_e^\infty/K_e^\infty\), as required. At \(\beta\to0\) the kernel becomes \(\delta(z-z')\). The hole kernel has \(m_h\) and \(-F\). In the product the terms in \(z+z'\) cancel:

\[
K_e^\infty K_h^\infty=\frac{\sqrt{m_em_h}}{2\pi\beta}\,e^{-Mu^2/2\beta+\beta^3F^2/24\mu}.
\]

Integration over \(u\) gives a factor \(\sqrt{2\pi\beta/M}\), and the value per length is

\[
B(\beta)=\sqrt{\frac{\mu}{2\pi\beta}}\;e^{\beta^3F^2/24\mu}.
\tag{4}
\]

This is also the kernel of the relative motion (mass \(\mu\), potential \(Fz\)) at \(z=z'=0\), which is \(\int|\varphi_E(0)|^2e^{-\beta E}dE\). So \(B\) is the Laplace transform of the Franz-Keldysh density (2).

**The walls.** In the path integral, hard walls discard paths that leave \([0,L]\). Write an electron path as the solution of \(m_e\ddot z=F\) in imaginary time \(s\) plus a deviation that vanishes at both ends. The terms linear in the deviation cancel, so the deviation is a free Brownian bridge. The solution is a straight line minus \(Fs(\beta-s)/2m_e\), a sag to the left of at most \(\sigma_e=F\beta^2/8m_e\). The hole sags to the right by at most \(\sigma_h=F\beta^2/8m_h\). By reflection, a bridge between distances \(z\) and \(z'\) from a wall touches it with probability

\[
e^{-m_i[(z+z')^2-(z-z')^2]/2\beta}=e^{-2m_izz'/\beta}.
\]

The sag is allowed for by shortening both distances by \(\sigma_i\) at the wall towards which the carrier sags. At the other wall the unshifted expression is already an upper bound.

The loss \(LB-Z_L\), divided by \(B\), has three parts. Let \(g(u)\) be the normalized Gaussian of variance \(\beta/M\).

- Pairs with \(z\) inside and \(z'\) outside give \(2\int_0^\infty u\,g(u)\,du=\sqrt{2\beta/\pi M}\).
- Points closer to a wall than the sag give at most \(2\sigma_e+2\sigma_h=F\beta^2/4\mu\).
- Touching from farther away, with \(c=(z+z')/2\) and \(zz'=c^2-u^2/4\), gives for each carrier and wall at most

\[
\int_0^\infty\!dc\,e^{-2m_ic^2/\beta}\!\int\!du\,g(u)\,e^{m_iu^2/2\beta}
=\frac12\sqrt{\frac{\pi\beta}{2m_i}}\sqrt{\frac{M}{M-m_i}}=\frac12\sqrt{\frac{\pi\beta}{2\mu}} .
\]

There are four such terms. Altogether

\[
0\le1-\frac{Z_L}{LB}\le\frac CL,\qquad C=\sqrt{\frac{2\beta}{\pi M}}+\sqrt{\frac{2\pi\beta}{\mu}}+\frac{F\beta^2}{4\mu}.
\tag{5}
\]

**Back to the spectrum.** By (5), \(Z_L/L\to B\) for every \(\beta>0\). Weight the strength distribution by \(e^{-\beta_0E}\). Its total is then finite, and convergence at values of \(\beta\) on both sides of \(\beta_0\) keeps weight from escaping to \(E=\pm\infty\). Every sequence of widths thus has a subsequence with a limiting distribution. Its transform equals \(B\) on an interval, hence by analytic continuation also at complex \(\beta\) with real part \(\beta_0\), which is a Fourier transform and fixes the distribution. The limit is therefore (2), which has no point masses. Summing up to \(W\) means averaging \(e^{\beta_0E}\Theta(W-E)\), a bounded function with one jump, so \(N_L(W)\to N_{FK}(W)\) at every \(W\).

**A bulk counterpart of the sum rule.** Integration by parts gives

\[
\int e^{-\beta W}(N_{FK}-N_0)\,dW=\frac{B_F-B_0}{\beta},
\]

which vanishes as \(\beta^{3/2}\) for \(\beta\to0\). At large \(y=W/\theta\) the difference \(\ell(N_{FK}-N_0)\) behaves as \(-\cos(\tfrac43y^{3/2})/4\pi y\), so its integral converges, and by Abel's theorem \(\int(N_{FK}-N_0)\,dW=0\). The field moves absorption without changing this area. In scaled units the tail below the gap has area 0.031. The total up to \(y=40\) is \(1.2\times10^{-4}\), within the size \(1/(8\pi\,40^{3/2})=1.6\times10^{-4}\) of the oscillation cut off there.

## How wide is wide enough?

With the same masses and \(F=2\times10^{-5}\) (103 kV/cm), \(\ell=67.9\) bohr (3.59 nm) and \(\theta=1.357\) mHa (36.9 meV). At \(\beta=1/\theta\), (5) allows a relative loss of \(305/400=0.76\) for \(L=400\) bohr; the computed loss is 0.305. At 3200 bohr it is 0.038. Multiplied by \(L\), both give 122 bohr, a fixed wall correction. It cancels in \((Z_{3200}-Z_{1600})/1600=4.518\times10^{-3}\) per bohr, which agrees with (4).

For the spectrum itself, the largest deviation of \(\ell N_L\) from \(\ell N_{FK}\) at 2401 evenly spaced energies from \(W/\theta=-4\) to 8 is 0.161 at 400 bohr, 0.035 at 1600 and 0.009 at 6400. The largest change that the field makes in the bulk curve is 0.070. At 400 bohr, about \(6\ell\), the well is thus no guide to the Franz-Keldysh curve; at 6400 bohr, about \(94\ell\), the deviation is \(0.0091/0.0703=13\%\) of the field effect. At the gap, \(W=0\), the widest well gives 0.065 against 0.067 in bulk and zero without field. The last two doublings of \(L\) roughly halve the deviation. That suggests a \(1/L\) law for the sharp spectrum, but (5) proves this rate for the Laplace transform alone. The numerical output lists the other widths and energies. The widest well tests the limit within the model and does not describe a particular device: the potential drop across it is \(FL=0.128\) hartree, or 3.5 eV, and real bands are not parabolic over such a range.

## What each derivation assumes

The first derivation needs \(F>0\), turning points many \(\ell_e\) and \(\ell_h\) from the walls, and \(L\gg W/F\). It is a leading-order argument and neglects the wall regions, where its overlap formula is only rough, without bounding them. In return it gives each overlap and shows which pairs absorb at a given energy.

The second derivation needs no form for the states and bounds the wall effect at any \(L\). It also holds at \(F=0\), where (4) is the transform of \(dN_0/dW\), the slope of the square-root edge. Its price is that single pairs disappear from view, and that the return from \(\beta\) to \(W\) gives convergence without a rate.

Both use the cancellation of \(+Fz\) and \(-Fz\) for a pair created at one point, and both keep \(F\) fixed while \(L\) grows. If instead \(F\to0\) at fixed \(L\), the steps of the field-free well return. Both also share the limits of the model. Electron-hole attraction depends on the full distance between the carriers, in the plane as well as along \(z\). The pair states are then no longer products of an electron state and a hole state, and (2) or the overlaps \(M_{nm}\) alone no longer determine the absorption. If scattering destroys coherence over lengths shorter than \(\ell\), the oscillations above the gap are smeared out in the bulk, and therefore also in a well wide enough to follow the bulk curve.

## Computed values

```
masses m_e, m_h, mu = 0.1, 0.4, 0.0800 electron masses
field F = 2.0e-05 a.u. = 102.8 kV/cm
theta = 1.3572 mHa = 36.93 meV
ell = 67.860 bohr = 3.591 nm
narrow well: L = 300 bohr, 30 hole states summed
 F = 1.0e-05 a.u.: |M_1m|^2, m=1..4 (no unit) = 0.27053 0.51747 0.19224 0.01868
   sum over m = 1.00000000 (no unit); lowest pair 0.0488 mHa, centroid 0.8757 mHa
 F = 2.0e-05 a.u.: |M_1m|^2, m=1..4 (no unit) = 0.05108 0.26225 0.42096 0.22297
   sum over m = 1.00000000 (no unit); lowest pair -1.1959 mHa, centroid 1.2439 mHa
 F = 4.0e-05 a.u.: |M_1m|^2, m=1..4 (no unit) = 0.00244 0.03070 0.14263 0.31753
   sum over m = 1.00000000 (no unit); lowest pair -4.3779 mHa, centroid 1.9490 mHa
 largest |sum - 1|, n=1..3, all fields = 1.8e-10 (no unit)
 largest relative centroid error = 1.1e-08 (no unit)
bulk area of ell*(N_FK - N_0) over W/theta: below gap 0.03063,
  total up to W/theta = 40: 1.2e-04 (no unit)
electron bridge, z = z' = 60 bohr, beta = 1/theta: sag 13.57 bohr
  touching probability 0.5068, bound 0.5570, without sag 0.3764 (no unit)
Laplace sums Z_L(beta): deficit 1 - Z_L/(L B) and its bound C/L
 beta = 0.5/theta: B = 5.940422e-03 1/bohr, C = 200.24 bohr
  (Z_3200 - Z_1600)/1600 = 5.940422e-03 1/bohr
 beta = 1.0/theta: B = 4.518243e-03 1/bohr, C = 305.12 bohr
  L = 400 bohr: deficit 0.30471, bound 0.76280 (no unit)
  L = 800 bohr: deficit 0.15235, bound 0.38140 (no unit)
  L = 1600 bohr: deficit 0.07618, bound 0.19070 (no unit)
  L = 3200 bohr: deficit 0.03809, bound 0.09535 (no unit)
  (Z_3200 - Z_1600)/1600 = 4.518243e-03 1/bohr
ell*N (no unit): W in mHa | zero field | L=400 | L=1600 | L=6400 | FK
  -1.3572 | 0.0000 | 0.0025 | 0.0054 | 0.0068 | 0.0070
   0.0000 | 0.0000 | 0.0251 | 0.0644 | 0.0649 | 0.0670
   1.3572 | 0.3183 | 0.2182 | 0.2667 | 0.2821 | 0.2869
   2.7144 | 0.4502 | 0.3719 | 0.4631 | 0.4803 | 0.4857
   5.4288 | 0.6366 | 0.5325 | 0.6239 | 0.6395 | 0.6448
  10.8577 | 0.9003 | 0.8225 | 0.8773 | 0.8925 | 0.8975
largest |ell*(N_L - N_FK)| for -4 < W/theta < 8 (no unit):
  L = 400 bohr: 0.1607
  L = 800 bohr: 0.0866
  L = 1600 bohr: 0.0352
  L = 3200 bohr: 0.0176
  L = 6400 bohr: 0.0091
largest |ell*(N_FK - N_0)|, same range = 0.0703 (no unit)
```
